# Proton Tunnelling Rates with a Fluctuating Donor-Acceptor Distance: verification in Python

```python
"""
Result under test: if the proton coupling is J(R) = J0 exp(-alpha (R - R0)) and
R is Gaussian about R0 with variance sigma^2, slow and classical, then the
golden-rule rate at R0 is multiplied by exp(2 alpha^2 sigma^2).

Symbols: R donor-acceptor (O-O) distance, x = R - R0, J half the tunnelling
splitting, lam reorganization energy, dg driving free energy, kT thermal energy,
M mass of the O-O mode, quantum its vibrational quantum, zp2 its ground-state
variance. Energies in eV, lengths in angstrom, time inside integrals in 1/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigvalsh, eigvalsh_tridiagonal, expm

# ---- chosen model parameters (rough regime of a resist during bake) ----
TEMPERATURE = 380.0
R0 = 2.70
SIGMA = 0.05
LAM = 0.60
MODE_MASS_U = 16.0
MORSE_DEPTH, MORSE_RANGE, BOND = 4.8, 2.2, 0.97
ELECTRONIC = 1.0          # coupling of the two Morse curves
BATH_QUANTUM = 0.005      # quantum of the slow bath
OO_RANGE = 2.0            # Morse range parameter of the O-O motion

kT = const.k * TEMPERATURE / const.e
HBAR_EVS = const.hbar / const.e


def hbar2_over(mass_kg):
    """hbar^2 / mass in eV angstrom^2."""
    return const.hbar**2 / mass_kg / const.e * 1e20


PROTON = hbar2_over(const.m_p)


# ---- proton double well at fixed R ----
def proton_potential(r, R):
    left = MORSE_DEPTH * (1 - np.exp(-MORSE_RANGE * (r - BOND)))**2
    right = MORSE_DEPTH * (1 - np.exp(-MORSE_RANGE * (R - r - BOND)))**2
    return (left + right) / 2 - np.sqrt(((left - right) / 2)**2 + ELECTRONIC**2)


def proton_levels(R, points=90):
    r = np.linspace(0.45, R - 0.45, points)
    h = r[1] - r[0]
    index = np.arange(points)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = 1.0 - 2.0 * (np.abs(diff) % 2)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) * PROTON / h**2
    return eigvalsh(kinetic + np.diag(proton_potential(r, R)))[:4]


def coupling(R, points=90):
    e = proton_levels(R, points)
    return (e[1] - e[0]) / 2


def tunnel_action(R):
    energy = proton_levels(R)[:2].mean()
    r = np.linspace(BOND, R - BOND, 40001)
    excess = np.maximum(proton_potential(r, R) - energy, 0)
    return np.sum(np.sqrt(2 * excess / PROTON)) * (r[1] - r[0])


J0 = coupling(R0)
assert abs(coupling(R0, 140) / J0 - 1) < 1e-5

nodes = np.linspace(-0.35, 0.25, 31)
log_j = CubicSpline(nodes, [np.log(coupling(R0 + x)) for x in nodes])
alpha = -float(log_j(0.0, 1))
alpha_action = (tunnel_action(R0 + 0.02) - tunnel_action(R0 - 0.02)) / 0.04
# semiclassical prefactor also varies slowly with R, hence the loose tolerance
assert abs(alpha_action / alpha - 1) < 0.15

# ---- static Gaussian average and its dominant distance ----
x = np.linspace(-0.8, 0.8, 16001)


def thermal_average(log_gain, energy):
    weight = np.exp(-energy / kT)
    return np.sum(weight * np.exp(log_gain)) / np.sum(weight)


def harmonic(sigma):
    return kT * x**2 / (2 * sigma**2)


exponent = 2 * alpha**2 * SIGMA**2
factor = np.exp(exponent)
assert abs(thermal_average(-2 * alpha * x, harmonic(SIGMA)) / factor - 1) < 1e-7
integrand = np.exp(-2 * alpha * x - x**2 / (2 * SIGMA**2))
integrand /= integrand.sum()
center = np.sum(x * integrand)
width = np.sqrt(np.sum((x - center)**2 * integrand))
shift = -2 * alpha * SIGMA**2
assert abs(center - shift) < 1e-6 and abs(width - SIGMA) < 1e-6
short_share = integrand[x < 0].sum()

# ---- actual double-well coupling in the average ----
x_in = np.clip(x, nodes[0], nodes[-1])
true_gain = 2 * (log_j(x_in) - log_j(0.0))
small = 0.01
small_average = thermal_average(true_gain, harmonic(small))
assert abs(small_average / np.exp(2 * alpha**2 * small**2) - 1) < 0.02
factor_true_j = thermal_average(true_gain, harmonic(SIGMA))

# ---- static golden-rule rate against explicit oscillator overlaps ----
fc_density = np.exp(-LAM / (4 * kT)) / np.sqrt(4 * np.pi * LAM * kT)
size = 600
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
overlap = expm(np.sqrt(LAM / BATH_QUANTUM) * (lower.T - lower))
population = np.exp(-np.arange(size) * BATH_QUANTUM / kT)
population /= population.sum()
fc_sum = np.sum(population * np.diag(overlap)**2) / BATH_QUANTUM
assert abs(fc_sum / fc_density - 1) < 0.01
k_static = 2 * np.pi / HBAR_EVS * J0**2 * fc_density


# ---- quantum O-O mode: sum over states and closed time integral ----
def factor_from_states(quantum, zp2, dg, size):
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    position, vectors = eigh(np.sqrt(zp2) * (ladder + ladder.T))
    matrix = (vectors * np.exp(-alpha * position)) @ vectors.T
    level = quantum * np.arange(size)
    prob = np.exp(-level / kT)
    prob /= prob.sum()
    gap = dg + LAM + level[:, None] - level[None, :]
    line = np.exp(-(gap**2 - (dg + LAM)**2) / (4 * LAM * kT))
    return np.sum(matrix**2 * line * prob[None, :])


def factor_from_time(quantum, zp2, dg):
    s = np.linspace(-7, 7, 8001) / np.sqrt(LAM * kT)
    half = quantum / (2 * kT)
    envelope = np.cos(dg * s) * np.exp(-LAM * kT * s**2)
    motion = np.exp(alpha**2 * zp2 / np.sinh(half) * np.cos(quantum * s))
    start = np.exp(alpha**2 * zp2 / np.tanh(half))
    return start * np.sum(envelope * motion) / np.sum(envelope)


stiffness = kT / SIGMA**2
inverse_mass = hbar2_over(MODE_MASS_U * const.atomic_mass)
quantum = np.sqrt(stiffness * inverse_mass)
zp2 = inverse_mass / (2 * quantum)
for dg in (0.0, -0.2):
    by_states = factor_from_states(quantum, zp2, dg, 70)
    assert abs(by_states / factor_from_time(quantum, zp2, dg) - 1) < 1e-5
factor_quantum = factor_from_time(quantum, zp2, 0.0)
sigma_quantum = np.sqrt(zp2 / np.tanh(quantum / (2 * kT)))

# slow limit: mass times 100 at the same stiffness
factor_slow = factor_from_states(quantum / 10, zp2 / 10, 0.0, 400)
assert abs(factor_slow / factor - 1) < 0.01
# fast limit: a large quantum at the same ground-state spread
factor_fast = factor_from_states(3.0, zp2, 0.0, 40)
assert abs(factor_fast / np.exp(alpha**2 * zp2) - 1) < 1e-6


# ---- decay constant when x relaxes at a finite rate (mean rate = 1) ----
def decay_constant(relaxation):
    y = np.linspace(-8, 8, 801)
    h = y[1] - y[0]
    hop = relaxation / h**2
    up = np.exp(-(y[1:]**2 - y[:-1]**2) / 4)
    diagonal = np.exp(-2 * alpha * SIGMA * y - exponent)
    diagonal[:-1] += hop * up
    diagonal[1:] += hop / up
    off = np.full(len(y) - 1, -hop)
    return eigvalsh_tridiagonal(diagonal, off, select='i', select_range=(0, 0))[0]


decay_fast, decay_slow = decay_constant(1e6), decay_constant(0.1)
assert abs(decay_fast - 1) < 0.01
assert decay_slow < 0.5

# ---- sizes of neglected effects for the example ----
oo_morse = stiffness / (2 * OO_RANGE**2) * (1 - np.exp(-OO_RANGE * x))**2
factor_anharmonic = thermal_average(-2 * alpha * x, oo_morse)
hop_length = R0 - 2 * BOND
lam_R = LAM * ((hop_length + x_in) / hop_length)**2
lam_gain = -(lam_R - LAM) / (4 * kT) - 0.5 * np.log(lam_R / LAM)
factor_lam = thermal_average(-2 * alpha * x + lam_gain, harmonic(SIGMA))
factor_all = thermal_average(true_gain + lam_gain, oo_morse)
e = proton_levels(R0)
excitation = (e[2] + e[3] - e[0] - e[1]) / 2
J_excited = (e[3] - e[2]) / 2
excited_share = (J_excited / J0)**2 * np.exp(-excitation / kT)
J_dominant = coupling(R0 + shift)
alpha_dominant = -float(log_j(np.clip(shift, nodes[0], nodes[-1]), 1))


def adiabaticity(J):
    """Golden-rule rate over the classical crossing rate of the bath."""
    return 2 * np.pi * J**2 * np.sqrt(np.pi / (LAM * kT)) / BATH_QUANTUM


middle = proton_potential(R0 / 2, R0)
bottom = proton_potential(np.linspace(0.8, R0 / 2, 5001), R0).min()


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("temperature", TEMPERATURE, "K")
show("thermal energy kT", kT, "eV")
show("mean O-O distance R0", R0, "angstrom")
show("sigma", SIGMA, "angstrom")
show("reorganization energy", LAM, "eV")
show("O-O mode mass", MODE_MASS_U, "u")
show("proton Morse depth", MORSE_DEPTH, "eV")
show("proton Morse range parameter", MORSE_RANGE, "1/angstrom")
show("proton Morse bond length", BOND, "angstrom")
show("electronic coupling", ELECTRONIC, "eV")
show("bath quantum", BATH_QUANTUM, "eV")
show("O-O Morse range parameter", OO_RANGE, "1/angstrom")
show("proton barrier at R0", middle - bottom, "eV")
show("J0", J0, "eV")
show("alpha from splitting", alpha, "1/angstrom")
show("alpha from tunnelling action", alpha_action, "1/angstrom")
show("exponent 2 alpha^2 sigma^2", exponent)
show("enhancement factor", factor)
show("dominant shift -2 alpha sigma^2", shift, "angstrom")
show("dominant distance", R0 + shift, "angstrom")
show("share of mean rate from R < R0", short_share)
show("Franck-Condon density, formula", fc_density, "1/eV")
show("Franck-Condon density, overlaps", fc_sum, "1/eV")
show("static rate", k_static, "1/s")
show("averaged rate", k_static * factor, "1/s")
show("O-O stiffness", stiffness, "eV/angstrom^2")
show("O-O quantum", quantum, "eV")
show("O-O quantum over 2kT", quantum / (2 * kT))
show("averaged rate over O-O angular frequency",
     k_static * factor * HBAR_EVS / quantum)
show("quantum sigma", sigma_quantum, "angstrom")
show("factor, quantum O-O mode", factor_quantum)
show("factor, mode mass times 100", factor_slow)
show("factor, fast mode (3 eV quantum)", factor_fast)
show("decay/mean rate, relaxation 1e6 x mean", decay_fast)
show("decay/mean rate, relaxation 0.1 x mean", decay_slow)
show("factor, double-well J(R)", factor_true_j)
show("factor, anharmonic O-O motion", factor_anharmonic)
show("factor, R-dependent reorganization", factor_lam)
show("factor, these three together", factor_all)
show("J at dominant distance", J_dominant, "eV")
show("alpha at dominant distance", alpha_dominant, "1/angstrom")
show("adiabaticity at R0", adiabaticity(J0))
show("adiabaticity at dominant distance", adiabaticity(J_dominant))
show("proton excitation energy", excitation, "eV")
show("excited-level rate over ground-level rate", excited_share)
for s in (0.03, 0.07):
    show(f"sigma {s} angstrom: formula factor", np.exp(2 * alpha**2 * s**2))
    show(f"sigma {s} angstrom: double-well factor",
         thermal_average(true_gain, harmonic(s)))
print("done: every assertion held")
```

Running it gives:

```
temperature: 380 K
thermal energy kT: 0.03275 eV
mean O-O distance R0: 2.7 angstrom
sigma: 0.05 angstrom
reorganization energy: 0.6 eV
O-O mode mass: 16 u
proton Morse depth: 4.8 eV
proton Morse range parameter: 2.2 1/angstrom
proton Morse bond length: 0.97 angstrom
electronic coupling: 1 eV
bath quantum: 0.005 eV
O-O Morse range parameter: 2 1/angstrom
proton barrier at R0: 0.8309 eV
J0: 8.671e-05 eV
alpha from splitting: 25.14 1/angstrom
alpha from tunnelling action: 25.37 1/angstrom
exponent 2 alpha^2 sigma^2: 3.16
enhancement factor: 23.58
dominant shift -2 alpha sigma^2: -0.1257 angstrom
dominant distance: 2.574 angstrom
share of mean rate from R < R0: 0.994
Franck-Condon density, formula: 0.02062 1/eV
Franck-Condon density, overlaps: 0.02068 1/eV
static rate: 1.48e+06 1/s
averaged rate: 3.49e+07 1/s
O-O stiffness: 13.1 eV/angstrom^2
O-O quantum: 0.0585 eV
O-O quantum over 2kT: 0.8932
averaged rate over O-O angular frequency: 3.927e-07
quantum sigma: 0.05596 angstrom
factor, quantum O-O mode: 27.43
factor, mode mass times 100: 23.61
factor, fast mode (3 eV quantum): 4.102
decay/mean rate, relaxation 1e6 x mean: 0.9999
decay/mean rate, relaxation 0.1 x mean: 0.05013
factor, double-well J(R): 14.84
factor, anharmonic O-O motion: 10.11
factor, R-dependent reorganization: 131.5
factor, these three together: 25.14
J at dominant distance: 0.00164 eV
alpha at dominant distance: 21.38 1/angstrom
adiabaticity at R0: 0.0001195
adiabaticity at dominant distance: 0.04276
proton excitation energy: 0.3685 eV
excited-level rate over ground-level rate: 0.03693
sigma 0.03 angstrom: formula factor: 3.12
sigma 0.03 angstrom: double-well factor: 2.895
sigma 0.07 angstrom: formula factor: 490
sigma 0.07 angstrom: double-well factor: 96.44
done: every assertion held
```
